# The Potential of a Small Floating Ring near a Punch-Through Junction

Let a heavily doped p region meet a uniformly doped n region at the plane \(x=0\), and let a small p region, connected to nothing, lie in the n material with its near edge at \(x=s\). A reverse voltage \(V\) raises the n material above the main p region, whose potential is taken as zero. At low voltage the depletion layer is thinner than \(s\). The floating region, called a ring because it encircles the main junction in a device, then sits in neutral n material. It carries no net current, so its own junction is at zero bias, and if built-in voltages are neglected its potential is \(V\).

Now raise \(V\) until the depletion layer just touches the ring. With donor density \(N\), permittivity \(\epsilon\) and elementary charge \(q\), a fully depleted layer of thickness \(s\) supports the voltage

\[
V_{\rm pt}=\frac{qN}{\epsilon}\,\frac{s^2}{2}.
\]

At this moment, called punch-through, the ring is still at \(V\), so its potential is \(V_{\rm pt}\). At higher voltage the ring lies inside the depletion layer and can no longer follow \(V\) in full. For a sufficiently small ring, the potential is then

\[
V_{\rm ring}=\frac{qN}{\epsilon}\left(Ws-\frac{s^2}{2}\right),\qquad s<W,
\]

where \(W\) is the depletion width that the main junction would have without the ring. At \(W=s\) this gives \(V_{\rm pt}\), as it must. The condition that the ring be small is essential: a floating layer that fills the whole cross-section behaves quite differently.

Consider first the main junction alone. The p side is doped so heavily that its depletion width and voltage drop are negligible. On the n side, full depletion means that the charge density is \(qN\) for \(0<x<W\) and zero beyond. With \(k=qN/\epsilon\), Poisson's equation is

\[
\phi''(x)=-k,\qquad 0<x<W .
\]

The neutral material beyond \(W\) has no field, and there is no sheet of charge at the depletion edge, so \(\phi'(W)=0\). Integration from \(x\) to \(W\) gives

\[
\phi'(W)-\phi'(x)=-k(W-x)
\quad\Rightarrow\quad
\phi'(x)=k(W-x).
\]

The potential rises with \(x\), so the electric field \(-\phi'\) points toward the main junction. A second integration, from \(\phi(0)=0\), yields

\[
\phi(x)=\int_0^x k(W-x')\,dx'
=k\left(Wx-\frac{x^2}{2}\right).
\]

The condition \(\phi(W)=V\) becomes \(kW^2/2=V\), hence

\[
W=\sqrt{\frac{2V}{k}} .
\]

The proposed ring potential is therefore \(\phi(s)\), the undisturbed potential at the near edge. It remains to show when a real p region, which contains mobile holes, adopts this value.

Holes drift along the electric field, toward lower potential. If the field at some part of the ring's surface points outward, holes leave there and are swept to the main junction. The ring becomes more negative and its potential falls. If the field points inward everywhere, no holes leave, while the small thermal generation in the depletion layer supplies new ones, and the potential rises. The steady state lies between these cases: the largest outward field on the surface is zero. This neglects the barrier that holds the loss of holes down to the small leakage current. For a heavily doped ring that barrier is comparable with the built-in voltage, which is neglected throughout the derivation; its effect is discussed near the end.

Apply this rule to a floating p layer that covers the whole plane \(x=s\) and is too heavily doped to be depleted through. Let its potential be \(V_{\rm L}\). The solution of \(\phi''=-k\) in the gap with \(\phi(0)=0\) and \(\phi(s)=V_{\rm L}\) is

\[
\phi(x)=V_{\rm L}\frac{x}{s}+\frac{k}{2}x(s-x),
\qquad
\phi'(s)=\frac{V_{\rm L}}{s}-\frac{ks}{2}.
\]

At the near face the outward direction is \(-x\), so the outward field is \(+\phi'(s)\). Setting it to zero gives

\[
V_{\rm L}=\frac{ks^2}{2}=V_{\rm pt}.
\]

The layer stays at its punch-through potential however far \(V\) is raised within this model. The additional voltage falls across a second depletion layer on its far side. If the layer were instead given the potential \(\phi(s)\), the outward field would be

\[
\frac{1}{s}\,k\left(Ws-\frac{s^2}{2}\right)-\frac{ks}{2}=k(W-s)>0,
\]

and holes would pour out. The formula for \(V_{\rm ring}\) thus cannot describe a strictly one-dimensional floating layer. It describes a one-dimensional field sampled by a ring small enough for field lines to pass around it.

To show this, take the ring to be a long stripe with a semicircular cross-section of radius \(a\), lying under an insulating surface through which no field passes. Reflection in that surface turns it into a full cylinder in a symmetric field, with its axis at \(x_c=s+a\). Let \(r\) be the distance from the axis and \(\theta\) the angle from the \(+x\) direction. For \(a\) much smaller than \(s\) and \(W-s\), the undisturbed potential near the ring varies linearly, with slope

\[
E_s=k(W-s).
\]

The donor charge changes this slope by about \(ka\) across the ring, a fraction \(a/(W-s)\), which is dropped. Close to the ring the potential then obeys Laplace's equation, is constant on \(r=a\), and contains the applied term \(E_s r\cos\theta\). If the full cylinder carries charge \(\lambda\) per unit length, the solution is

\[
\phi=V_{\rm ring}+E_s\left(r-\frac{a^2}{r}\right)\cos\theta
-\frac{\lambda}{2\pi\epsilon}\ln\frac{r}{a}.
\]

The term in \(a^2/r\) cancels the angular variation at \(r=a\); the logarithm is the potential of the net charge. The outward field is

\[
E_r=-\frac{\partial\phi}{\partial r}
=-E_s\left(1+\frac{a^2}{r^2}\right)\cos\theta+\frac{\lambda}{2\pi\epsilon r},
\]

which on the surface becomes

\[
E_r(a,\theta)=-2E_s\cos\theta+\frac{\lambda}{2\pi\epsilon a}.
\]

Its largest value is at \(\theta=\pi\), the edge facing the main junction. The steady state requires this value to vanish:

\[
2E_s+\frac{\lambda}{2\pi\epsilon a}=0
\quad\Rightarrow\quad
\lambda=-4\pi\epsilon aE_s .
\]

The ring is negatively charged because it has lost holes. Substitution gives \(E_r(a,\theta)=-2E_s(1+\cos\theta)\), which is nowhere positive. At the outer edge, \(\theta=0\), the field points inward with magnitude \(4E_s\): the polarization of the cylinder supplies a factor of two, and its net charge adds an equal amount.

A zero field at the near edge would not release holes if a barrier lay farther along their path. Along \(\theta=\pi\), however, the solution above gives

\[
\frac{\partial\phi}{\partial r}
=-E_s\left(1+\frac{a^2}{r^2}\right)+\frac{2aE_s}{r}
=-E_s\left(1-\frac{a}{r}\right)^2\le 0 .
\]

The potential falls steadily away from the ring, so the near edge does control the loss of holes.

The charge \(\lambda\) is proportional to \(a\), which suggests that a small ring barely disturbs its surroundings. To find the disturbance, write the full potential as \(\phi_0+u\), where \(\phi_0=k(Wx-x^2/2)\). The main junction stays at zero potential, so \(u=0\) at \(x=0\). The depletion edge can move, say to \(x=W+\delta\), where the full potential must equal \(V\). Since

\[
\phi_0(W+\delta)=V-\frac{k\delta^2}{2},
\]

we need \(u=k\delta^2/2\) there. The slope of the full potential must also vanish there, which gives \(k\delta=\partial u/\partial x\), so \(\delta\) is of first order in the disturbance. The required \(u\) is therefore of second order, and to first order \(u=0\) at \(x=W\). The ring's charge therefore acts like a line charge between two planes at fixed potential, a distance \(W\) apart. With \(y\) the coordinate perpendicular to \(x\) and to the ring's axis, its potential is

\[
u=\frac{\lambda}{4\pi\epsilon}
\ln\frac{\cosh(\pi y/W)-\cos[\pi(x+x_c)/W]}
{\cosh(\pi y/W)-\cos[\pi(x-x_c)/W]} .
\]

At \(x=0\) and at \(x=W\) the two cosines are equal, so \(u\) vanishes. The identity \(\cosh\eta-\cos\xi=2|\sin[(\xi+i\eta)/2]|^2\) shows that \(u\) is built from logarithms of moduli of analytic functions, so it satisfies Laplace's equation away from the line. Close to the line the denominator tends to \(\pi^2r^2/(2W^2)\) and the numerator to \(1-\cos(2\pi x_c/W)=2\sin^2(\pi x_c/W)\). Hence

\[
u\simeq\frac{\lambda}{2\pi\epsilon}
\ln\left[\frac{2W\sin(\pi x_c/W)}{\pi r}\right],
\]

with the correct logarithm for a line of charge \(\lambda\).

Now average the full potential around the circle \(r=a\). The terms in \(\cos\theta\) average to zero, leaving

\[
V_{\rm ring}\simeq\phi_0(s+a)-2aE_sL,
\qquad
L=\ln\left[\frac{2W\sin(\pi s/W)}{\pi a}\right].
\]

Here \(x_c\) has been replaced by \(s\) inside the logarithm, an error of higher order in \(a\). Expansion of the first term gives \(\phi_0(s+a)=\phi_0(s)+aE_s-ka^2/2\). Keeping the leading terms,

\[
V_{\rm ring}\simeq
k\left(Ws-\frac{s^2}{2}\right)-aE_s(2L-1).
\]

Since \(a\ln(1/a)\to0\) as \(a\to0\), the correction vanishes and the stated formula follows. The logarithm makes the approach slow: it is not enough that \(a\) be less than \(s\). The product \(aE_s(2L-1)\) must be small compared with \(\phi_0(s)\).

Several properties follow in this small-ring limit. Substituting \(kW=\sqrt{2kV}\) gives

\[
V_{\rm ring}=s\sqrt{2kV}-\frac{ks^2}{2},
\qquad
\frac{dV_{\rm ring}}{dV}=s\sqrt{\frac{k}{2V}}=\frac{s}{W},
\]

at fixed spacing and doping. Before punch-through the ring follows \(V\) with slope one. At \(W=s\) the new slope is also one, so the curve has no kink; beyond it the ring follows a decreasing share of each added volt. A full layer, in contrast, changes abruptly from slope one to slope zero.

The voltage left between the ring and the neutral n region is

\[
V-V_{\rm ring}
=\frac{k}{2}\left(W^2-2Ws+s^2\right)
=\frac{k}{2}(W-s)^2 .
\]

For \(s\ll W\) the ring potential reduces to \(kWs\), the peak field of the main junction times the spacing. For any \(s<W\), division of the full formula by \(V=kW^2/2\) gives the fraction

\[
\frac{V_{\rm ring}}{V}=\frac{2s}{W}-\left(\frac{s}{W}\right)^2 .
\]

The ring thus takes more than the fraction \(s/W\) of the voltage, because the field is strongest near the main junction.

For a numerical case take silicon with \(N=10^{14}\ \mathrm{cm^{-3}}\), relative permittivity 11.7, \(V=300\ \mathrm V\), \(s=20\ \mathrm{\mu m}\) and a temperature of 300 K. Then \(k=0.15466\ \mathrm{V/\mu m^2}\), and

\[
W=\sqrt{\frac{2\times300}{0.15466}}\ \mathrm{\mu m}=62.29\ \mathrm{\mu m}.
\]

The small-ring formula gives

\[
V_{\rm ring}=0.15466\left(62.286\times20-\frac{20^2}{2}\right)\mathrm V
=161.7\ \mathrm V,
\]

leaving 138.3 V beyond the ring. A full layer at the same spacing would stay at \(0.15466\times20^2/2=30.9\ \mathrm V\). Finding numerically the voltage at which the potential in the gap ceases to rise above that of the layer gives 30.92 V, which confirms the punch-through value.

The sharp depletion edge is itself an approximation, since mobile electrons blur it. In one dimension, with thermal voltage \(V_T=k_BT/q\), where \(k_B\) is Boltzmann's constant and \(T\) the temperature, Poisson's equation becomes

\[
\phi''=-k\left[1-e^{(\phi-V)/V_T}\right].
\]

Multiply by \(\phi'\) and integrate from \(x\) into the neutral region, where \(\phi=V\) and \(\phi'=0\):

\[
\frac{\phi'^2}{2}
=k\left[V-\phi-V_T+V_Te^{(\phi-V)/V_T}\right].
\]

At \(x=0\) the exponential is negligible, so \(\phi'(0)=\sqrt{2k(V-V_T)}\). It is equally negligible between the junction and the ring if the ring is many thermal voltages below \(V\). The potential there is the same parabola with \(V\) replaced by \(V-V_T\), and to first order it shifts by

\[
\Delta V_{\rm ring}=-V_T\frac{dV_{\rm ring}}{dV}
=-V_T\frac{s}{W}.
\]

Here this is \(-25.85\times0.3211=-8.3\ \mathrm{mV}\). A direct numerical solution of the equation with electrons gives the same shift, and its slope with voltage, 0.3211, agrees with \(s/W\). The blurred edge is unimportant at this voltage.

The size of the ring matters far more. A two-dimensional solution of Poisson's equation, with a movable depletion edge and with the ring potential fixed by the hole condition, tests the small-ring argument. For \(a=0.05\ \mathrm{\mu m}\) the local field is \(E_s=6.54\ \mathrm{V/\mu m}\), and the first-order correction is

\[
aE_s(2L-1)=0.05\times6.54\times(2\times6.51-1)\ \mathrm V
=3.9\ \mathrm V.
\]

The predicted potential is 157.8 V, and the two-dimensional result is also 157.8 V. For \(a=0.5\ \mathrm{\mu m}\) the prediction is 137.5 V and the result 137.8 V. The field at the outer edge of the smallest ring is 3.99 times \(E_s\), in agreement with the derived factor of four. In these solutions holes leave first at the edge facing the main junction, as assumed.

For \(a=5\ \mathrm{\mu m}\), with all other parameters held fixed, the ring potential is about 72 V. The simple formula is too high by a factor of 2.3. This ring is neither a point-like probe nor a full layer, and its potential lies between the two limiting values, 162 V and 31 V. Its negative charge lowers the surrounding potential substantially, so the undisturbed parabola alone is no longer a good guide. The first-order correction still does well here: with \(L=1.90\) it gives 69.9 V. It fails for larger rings; at \(a=10\ \mathrm{\mu m}\) it gives 69 V against a two-dimensional value of 51 V.

Of the rings considered, those with a radius of several micrometres are the closest to practice. A doping near \(10^{14}\ \mathrm{cm^{-3}}\), junction depths of a few micrometres and ring spacings of some tens of micrometres or less are rough typical values for silicon power devices rated near a kilovolt; 300 V is well below such a rating. The assumption that the ring is much smaller than its spacing fails there, and in the present example this moves the ring potential from 162 V to 72 V. The main junction of a real device also has a curved edge, which changes the field between it and the ring. The planar model omits that curvature, so it cannot show how much a ring relieves the crowded field at the edge, which is its purpose.

Other omissions differ greatly in size. For an acceptor density of \(10^{19}\ \mathrm{cm^{-3}}\) and a rough intrinsic density of \(10^{10}\ \mathrm{cm^{-3}}\), the built-in voltage is 0.77 V. At the main junction it adds to \(V\), which by itself raises the potential of a very small ring by about 0.25 V, and that of the 5 \(\mathrm{\mu m}\) ring by less than 0.1 V. The built-in voltage of the ring's own junction matters more and acts in the opposite direction. For a full layer, this junction at zero bias already depletes \(\sqrt{2\times0.77/0.15466}\ \mathrm{\mu m}=3.2\ \mathrm{\mu m}\) of the n material. The main depletion layer then needs to be only 16.8 \(\mathrm{\mu m}\) wide to meet it, and the punch-through potential is \(0.15466\times16.8^2/2-0.77\), or about 21 V instead of 31 V. A small ring must likewise hold extra negative charge to keep a barrier against the loss of holes, which lowers its potential. With a barrier equal to the built-in voltage the drop is about 5, 7 and 8 V for \(a=0.05\), 0.5 and 5 \(\mathrm{\mu m}\). For the smallest ring this exceeds the 3.9 V size correction, and the 5 \(\mathrm{\mu m}\) ring falls from 72 V to about 64 V. The two-dimensional solutions above leave this out, so their agreement to tenths of a volt tests the idealized model and does not predict a device to that accuracy. Fixed charge in the surface oxide can also be serious. A rough density of \(10^{11}\ \mathrm{cm^{-2}}\) is half the donor charge per unit area in the gap, \(Ns=2\times10^{11}\ \mathrm{cm^{-2}}\). The two densities refer to perpendicular planes, so this ratio is only indicative. More directly, such a charge produces a field of about \(1.5\ \mathrm{V/\mu m}\) normal to the surface, a quarter of \(E_s\). A linear estimate with the depletion edge held at \(W\) raises the surface potential at \(x=s\) by roughly 30 V for positive charge. It cannot be treated as a small detail; the full change in ring potential has not been calculated here.

Avalanche multiplication has also been left out. It is measured by an ionization integral that reaches one at breakdown. With one rough set of ionization coefficients for silicon, and for an avalanche started by electrons, the integral is about \(8\times10^{-4}\) through the planar main junction. Its peak field, 0.096 MV/cm, lies below the range in which such coefficients are fitted, so the number shows only that the integral is negligible. Outward from the edge of the 5 \(\mathrm{\mu m}\) ring it is about 0.17, because the field there reaches 0.21 MV/cm. Across several common coefficient sets the value there ranges from about 0.02 to 0.2, so it is uncertain by about an order of magnitude. The example is below breakdown on both paths in each case, but the ring's outer edge is the more stressed of the two. Depending on the set, the integral at that edge reaches one in this model at roughly 500 to 650 V, whereas for the planar junction alone it does so only at about 1300 V or more. The potential formula alone does not reveal this, and choosing a spacing from it without examining the outer edge would leave the larger field unchecked. The numerical output lists the main values for this example.

## Computed results

```
donor density N = 1.0e+14 cm^-3
relative permittivity = 11.7
reverse voltage V = 300.0 V
ring spacing s = 20.0 um
temperature = 300 K
k = qN/epsilon = 0.15466 V/um^2
depletion width W = 62.286 um
peak field at main junction = 0.0963 MV/cm
undisturbed field at s = 0.0654 MV/cm
ring potential, formula = 161.729 V
ring potential, 1D with electrons = 161.721 V
remaining drop V - V_ring = 138.271 V
slope dV_ring/dV, s/W = 0.32110
slope dV_ring/dV, numerical = 0.32112
full-layer potential, formula = 30.932 V
full-layer potential, numerical = 30.924 V
radius 5.00 um: 2D ring potential = 71.55 V
radius 0.50 um: 2D ring potential = 137.79 V
radius 0.05 um: 2D ring potential = 157.79 V
radius 0.50 um: first-order estimate = 137.49 V
radius 0.05 um: first-order estimate = 157.80 V
formula / 2D potential at 5 um = 2.261
outer-edge field / local field, 0.05 um = 3.990
outer-edge field at 5 um = 0.2118 MV/cm
thermal voltage = 25.85 mV
thermal shift, formula = -8.30 mV
thermal shift, numerical = -8.30 mV
acceptor density for built-in voltage = 1.0e+19 cm^-3
intrinsic density, rough = 1.0e+10 cm^-3
built-in voltage = 0.774 V
ring shift from built-in voltage = 0.248 V
oxide charge density, rough = 1.0e+11 cm^-2
oxide charge / gap donor charge N s = 0.500
avalanche integral, main junction = 8.42e-04
avalanche integral, 5 um ring edge = 0.168
```
